# Sampling cosine-weighted vapour arrival directions at a growing surface

## The situation

A silicon wafer lies in silane vapour at low pressure, and its surface carries a trench 200 nm wide and 400 nm deep. Molecules rain onto the wafer from all sides. Those arriving steeply can reach the trench floor directly; those crossing the trench at a shallow angle strike a sidewall first. A growth simulation that launches molecules one at a time therefore needs the right distribution of arrival directions.

Let $\mathbf n$ be the unit vector pointing from the surface back along the path of an arriving molecule, $\theta$ its angle from the outward surface normal $z$, and $\phi$ its azimuth. The molecule travels along $-\mathbf n$. The vapour just outside the surface is assumed isotropic: its incoming molecules have no preferred direction per unit solid angle. This condition can fail, and two such cases are treated below.

## The scheme

```
function arrival_direction():
    u, v = independent uniform numbers in [0,1)
    s = sqrt(u)              # sin(theta)
    c = sqrt(1 - u)          # cos(theta)
    return (s*cos(2*pi*v), s*sin(2*pi*v), c)
```

For a tilted facet, the three components multiply two orthogonal tangents and the facet normal. As examples, $u=0.25$ gives $\theta=30^\circ$, $u=0.50$ gives $45^\circ$ and $u=0.90$ gives $71.57^\circ$. Half of all molecules arrive within $45^\circ$ of the normal.

## Why the flux carries a cosine

Let $n_g$ be the number density and $f(v)$ the velocity distribution, which depends on the speed $v$ alone. Molecules with a given velocity that strike an area $dA$ during $dt$ fill a slanted cylinder of base $dA$, slant length $v\,dt$ and height $v\cos\theta\,dt$. With $d^3v=v^2\,dv\,d\Omega$, their number is

$$n_g f(v)\,v^2\,dv\,d\Omega\;v\cos\theta\,dt\,dA .$$

This is a function of $v$ times a function of direction, so speed and direction are independent among arrivals. Since $\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi$ over the hemisphere, the normalised direction law is

$$p\,d\Omega=\frac{\cos\theta}{\pi}\,d\Omega .$$

For a Maxwell gas of molecular mass $m$, temperature $T$ and pressure $P=n_gkT$, the total flux follows from the normal velocity component:

$$F=n_g\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v_z e^{-mv_z^2/2kT}dv_z
=n_g\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\frac{P}{\sqrt{2\pi mkT}} .$$

A direct simulation uses neither result. Three million molecules with Maxwell velocities were spread over a layer six thermal lengths high, a thermal length being $\sqrt{kT/m}$ times the flight time. They then flew freely. The number crossing the surface was 199106, against 199471 expected from $F$. The mean of $\sin^2\theta$ was 0.4987 among arrivals and 0.6669 in the gas volume. The first is two standard errors from the cosine-law value $1/2$; the second agrees with the value $2/3$ for directions uniform in solid angle. The difference is the effect of the factor $\cos\theta$.

## Inversion and moments

Integrating over azimuth gives the density in $\theta$, and integrating again gives the cumulative probability:

$$p(\theta)=2\sin\theta\cos\theta,\qquad
\int_0^\theta 2\sin\theta'\cos\theta'\,d\theta'=\sin^2\theta .$$

A cumulative probability evaluated at a random draw is uniform on $(0,1)$. Setting $\sin^2\theta=u$ therefore samples the law without rejection. The density does not depend on $\phi$, so $\phi=2\pi v$.

The moments become integrals over $u$:

$$\langle\sin^n\theta\rangle=\int_0^1u^{n/2}du=\frac{1}{n/2+1}=\frac{2}{n+2}.$$

Because $1-u$ is also uniform, $\langle\cos^n\theta\rangle$ has the same value. For the direction vector, $n_x^2=\sin^2\theta\cos^2\phi$, and the two factors are independent with mean $1/2$ each. Hence

$$\langle n_x^2\rangle=\langle n_y^2\rangle=\tfrac14,\qquad \langle n_z^2\rangle=\tfrac12 .$$

The off-diagonal products contain $\cos\phi\sin\phi$, $\cos\phi$ or $\sin\phi$, which average to zero.

The variance of $\cos\theta$ is $1/2-(2/3)^2=1/18$, so $N$ samples determine its mean with standard error $1/\sqrt{18N}$. For $N=10^6$ this is 0.00024. The sampled mean was 0.66684, above $2/3$ by less than one standard error. The first four moments of both sine and cosine were tested in this way and agreed within five standard errors.

## A geometric reading, and the trench floor

Project $\mathbf n$ onto the surface plane. The projected point has radius $\rho=\sin\theta$, and its area element is

$$\rho\,d\rho\,d\phi=\sin\theta\cos\theta\,d\theta\,d\phi=\cos\theta\,d\Omega .$$

The cosine law is thus a uniform distribution over the unit disc. At fixed $n_y$, the component $n_x$ is uniform on a chord between $\pm\sqrt{1-n_y^2}$. The angle $\psi$ of the path in the $xz$ plane obeys

$$\sin\psi=\frac{n_x}{\sqrt{n_x^2+n_z^2}}=\frac{n_x}{\sqrt{1-n_y^2}},$$

so $\sin\psi$ is uniform on $(-1,1)$.

Now take a trench that is long in $y$, with width $w$, depth $h$ and $A=h/w$. A molecule entering at distance $x$ from one wall reaches the floor directly if its sideways travel over the depth $h$ is less than $x$ towards that wall, or less than $w-x$ towards the other. The probability is half the allowed range of $\sin\psi$:

$$\frac12\left[\frac{x}{\sqrt{x^2+h^2}}+\frac{w-x}{\sqrt{(w-x)^2+h^2}}\right].$$

Entry is uniform across the mouth. The substitution $x\to w-x$ shows that both terms have the same average, so the direct fraction is

$$q=\frac1w\int_0^w\frac{x\,dx}{\sqrt{x^2+h^2}}=\frac{\sqrt{w^2+h^2}-h}{w}=\sqrt{1+A^2}-A .$$

A shallow trench has $q\approx1-A$. Writing $q=1/(\sqrt{1+A^2}+A)$ shows that a deep one has $q\approx1/(2A)$. For $A=2$ the formula gives 0.2361, and tracing 400,000 molecules gave 0.2352.

## Re-emission inside the trench

A molecule that does not stick is assumed to leave diffusely, with no memory of its arrival direction. The same sampler then serves about the local normal. In equilibrium each surface element must send out the directional flux that it receives, and that flux is cosine-weighted.

```
enter at uniform x on the mouth, direction from sampler
weight = 1
repeat:
    find the next boundary crossed
    if it is the mouth: stop
    add weight to the count for that surface
    weight = weight * (1 - sticking)
    place molecule on the surface; sample a new direction
```

The weight is the probability that the molecule has survived its earlier hits. One set of paths can serve several sticking probabilities $s$.

Without sticking, the trench fills with equilibrium vapour and every unit of area receives the same flux $F$. Per unit length the mouth admits $Fw$, the floor receives $Fw$ and the two walls receive $2Fh$. Each entering molecule must therefore make on average one floor hit and $2A$ wall hits. For $A=2$ the tracing gave 1.000 and 4.010, against 1 and 4.

This balance can expose a wrong angular law, but not with every count or every trench shape. The recipe $\cos\theta=u$ samples directions uniform in solid angle, with mean cosine $1/2$ instead of $2/3$. Used for both entry and re-emission, it gave 3.013 wall hits instead of 4, but 1.011 floor hits. The floor count is insensitive because floor and mouth are mirror images. If a returning molecule were re-injected from the mouth by the same rule, symmetry would make long-run visits to the two equally frequent. The runs used uniform entry positions, which the wrong rule need not reproduce, so the argument does not fix their floor count exactly; the value 1.011, with a standard error of about 0.003, shows that the departure is small in this case. The wall count has its own blind spot. In a square trench, $A=1$, all four sides are equivalent, so the same re-injection argument gives two wall hits per entry for the wrong rule as well. The wall test needs $A$ well away from 1.

## Cost and numerical stability

Each direction needs two random numbers, two square roots, one sine and one cosine. Without sticking, a trench molecule needs one direction at entry and one after each hit, hence $1+(1+2A)=2+2A$ on average, or six for $A=2$. The cost grows linearly with aspect ratio.

Computing $\cos\theta$ as $\sqrt{1-u}$ avoids inverse trigonometric functions. With $u$ in $[0,1)$ the cosine stays positive, so a molecule cannot be launched parallel to its surface. After a hit, the coordinate normal to that surface should be set to the surface value, and the next boundary chosen using the sign of the velocity. Rounding then cannot make the molecule strike the surface it has just left.

Grazing arrivals cause a statistical difficulty. While descending a height $H$, a molecule travels sideways by $H\tan\theta$. The mean is finite:

$$\langle\tan\theta\rangle=\int_0^{\pi/2}2\sin^2\theta\,d\theta=\frac{\pi}{2}.$$

The mean square, $\langle\tan^2\theta\rangle=\int_0^1u\,du/(1-u)$, diverges logarithmically at $u=1$. A sampled mean sideways distance therefore has no finite standard error, and rare long paths disturb it. Bounded quantities, such as hit fractions, do not suffer from this.

## Failure by a small source

Suppose the vapour comes without collisions from a uniform, diffusely emitting disc that faces the surface point and subtends a half-angle $\theta_m$. A source element $dA_s$, emitting at angle $\theta_s$ from its normal and lying at distance $d$, contributes an arrival rate proportional to $\cos\theta_s\cos\theta\,dA_s/d^2$. Since $dA_s\cos\theta_s/d^2=d\Omega$ as seen from the surface, the law is still proportional to $\cos\theta\,d\Omega$, but cut off at $\theta_m$. The cumulative probability is $\sin^2\theta/\sin^2\theta_m$, and the sampler becomes

$$\sin^2\theta=u\sin^2\theta_m .$$

With $\mu=\cos\theta$ and $c=\cos\theta_m$,

$$\langle\cos\theta\rangle=\frac{\int_c^1\mu^2d\mu}{\int_c^1\mu\,d\mu}=\frac23\,\frac{1-c^3}{1-c^2}.$$

This tends to $2/3$ for a source filling the hemisphere and to 1 for a point source. A disc of radius 1 cm at 20 cm gives $\theta_m=2.86^\circ$ and a mean cosine of 0.99938. The full cosine sampler would be badly wrong for such a beam.

## Failure by a consuming surface

A surface that removes vapour creates a density gradient and so disturbs the isotropy. To estimate the effect, let molecules have a single speed $v$, mean free path $\lambda$ and isotropic scattering, and take the density as linear, $n_g(z)=n_0+gz$. A molecule arriving at angle $\theta$ last scattered at a mean height $\lambda\cos\theta$. The incoming intensity is then proportional to $1+a\cos\theta$, with $a=g\lambda/n_0$, and the incident flux is

$$F_{\rm in}=\frac{n_0v}{4\pi}\,2\pi\int_0^1\mu(1+a\mu)\,d\mu=\frac{n_0v}{4}\left(1+\frac{2a}{3}\right).$$

The diffusion flux towards the surface, with diffusion coefficient $\lambda v/3$, is $\lambda vg/3=n_0va/3$. It must supply the consumed flux $sF_{\rm in}$:

$$\frac a3=\frac s4\left(1+\frac{2a}{3}\right)\;\Rightarrow\;4a=3s+2sa\;\Rightarrow\;a=\frac{3s}{4-2s}.$$

The arrival density $\mu(1+a\mu)$ is a mixture of two laws, $2\mu$ and $3\mu^2$, with weights in the ratio $1/2:a/3$. The second has probability

$$\frac{a/3}{1/2+a/3}=\frac{2a}{3+2a}=\frac{6s}{3(4-2s)+6s}=\frac s2 .$$

Within this linear estimate, the corrected sampler uses $\cos\theta=u^{1/3}$ with probability $s/2$, because the cumulative probability of $3\mu^2$ is $\mu^3$. Otherwise it uses the ordinary rule. The two laws have mean cosines $3/4$ and $2/3$, so

$$\langle\cos\theta\rangle\approx\left(1-\frac s2\right)\frac23+\frac s2\,\frac34=\frac23+\frac{s}{24}.$$

Random flights of 500,000 molecules, started five mean free paths above the surface, gave 0.6874 for $s=0.5$ and 0.7096 for $s=1$. The estimates are 0.6875 and 0.7083. The standard errors of the two runs are about 0.0006 and 0.0007. This one-speed model also has an exact solution. The incoming intensity is an isotropic part plus the Milne solution for a fully absorbing wall, which carries the fraction $s$ of the arrivals and has mean cosine 0.7104. Hence $\langle\cos\theta\rangle=2/3+0.0438\,s$, or 0.6885 and 0.7104 for the two cases. The linear profile makes the shift about 5% too small, and the close match at $s=0.5$ is partly chance.

## Silane over a trench

Take pure silane at 0.1 Torr and 1000 K, with molecular mass 32.12 u and reactive sticking probability 0.001. The flux is

$$F=\frac{0.1\ \text{Torr}}{\sqrt{2\pi(32.12\ \text{u})k(1000\ \text{K})}}=1.96\times10^{19}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

Each reacted molecule adds one silicon atom. The cubic cell, of side 0.543 nm, holds eight atoms, so the open surface grows at

$$0.001\,F\,\frac{(0.543\ \text{nm})^3}{8}=3.92\ \text{nm/s}=235\ \text{nm/min}.$$

For the mean free path, a molecule of collision diameter $d=0.5$ nm sweeps a cross-section $\pi d^2$. The relative velocity of two Maxwell molecules is a difference of independent Gaussian variables, so its mean magnitude is $\sqrt2$ times the mean speed. Hence

$$\lambda=\frac{kT}{\sqrt2\,\pi d^2P}=0.93\ \text{mm}.$$

The trench depth is about $4\times10^{-4}$ of this length, so gas collisions inside the trench are rare. Consumption shifts the mean cosine by about $4\times10^{-5}$, which is negligible here.

Re-emission is not negligible. Direct arrivals alone give the floor 0.2361 of the open-surface flux. With re-emission, and with the same sticking probability on every surface, the average floor flux is 0.9955 of the open-surface value, or 4.22 times the direct part. A weakly sticking molecule almost always survives its few wall hits, so one that misses the floor at first can still reach it later. The correct arrival sampler does not by itself predict the deposit; the later bounces must be followed.

These inputs are round numbers chosen to illustrate low-pressure silicon growth, not measured values for one reactor. The value $s=0.001$ is high: low-pressure polysilicon growth from silane is usually much slower than 235 nm/min. A smaller $s$ lowers the growth rate in proportion and brings the floor ratio still closer to 1. One insecure assumption is a constant sticking probability, since real surface reactivity depends on temperature and on adsorbed hydrogen. Raising $s$ to 0.1, with the trench shape fixed, lowers the floor ratio to about 0.69. Gas at 800 K instead of 1000 K, at the same pressure, would raise the flux by a factor 1.118. Reaction products and any carrier gas would lower the silane flux at fixed total pressure. Reactive fragments formed in the gas, such as SiH$_2$, stick much more readily than silane and are left out here; where they contribute to growth, the floor receives relatively less. The trench shape is also frozen: if both sidewalls grew at the open-surface rate, the 200 nm gap would close in about 25 s, so the ratios describe only the start of filling. The numerical output lists the remaining values.

## Computed results

```
FREE FLIGHT OF A MAXWELL GAS
arrivals counted / expected: 199106 / 199471
mean sin^2 of arrivals: 0.4987
mean sin^2 in gas volume: 0.6669
speed-angle correlation: -0.0007
SAMPLER: u -> theta (degrees)
u = 0.10: theta = 18.43
u = 0.25: theta = 30.00
u = 0.50: theta = 45.00
u = 0.90: theta = 71.57
MOMENTS, 1000000 samples: n, 2/(n+2), <cos^n>, <sin^n>, std error
1  0.66667  0.66684  0.66661  0.00024
2  0.50000  0.50015  0.49985  0.00029
3  0.40000  0.40010  0.39978  0.00030
4  0.33333  0.33338  0.33308  0.00030
sampled <nx^2>, <ny^2>, <nz^2>: 0.2498 0.2500 0.5002
largest off-diagonal |<ni nj>|: 0.00014
<cos> with wrong recipe cos = u: 0.4998
SILANE EXAMPLE, INPUTS
pressure: 0.1 Torr; temperature: 1000 K
molecular mass: 32.12 u; diameter: 0.5 nm
sticking: 0.001; Si lattice constant: 0.543 nm
trench width: 200 nm; depth: 400 nm
SILANE EXAMPLE, RESULTS
impingement flux: 1.960e+19 cm^-2 s^-1
growth rate, open surface: 3.92 nm/s = 235 nm/min
mean free path: 0.93 mm
direct floor fraction, formula: 0.2361
direct floor fraction, ray tracing: 0.2352
RE-EMISSION IN THE TRENCH
s = 0, floor hits per entry: 1.000 (equilibrium 1)
s = 0, wall hits per entry: 4.010 (equilibrium 4)
wrong recipe, floor and wall hits: 1.011, 3.013
s = 0.001: floor flux / open-surface flux = 0.9955
s = 0.1: floor flux / open-surface flux = 0.6906
floor flux, s = 0.001, over direct part alone: 4.22
OTHER NEGLECTED EFFECTS
trench depth / mean free path: 4.29e-04
anisotropy a at s = 0.001: 7.50e-04
shift of <cos> at s = 0.001: 4.17e-05
flux factor if gas is at 800 K: 1.118
COLLISIONAL GAS: s, a, <cos> estimate, <cos> simulated
0.5  0.500  0.6875  0.6874
1.0  1.500  0.7083  0.7096
SMALL SOURCE FOR CONTRAST
disc radius: 1.0 cm; distance: 20.0 cm
largest angle: 2.86 degrees; <cos>: 0.99938
```
